# Gelfand-Tsetlin and Yamanouchi-Kotani spin functions: equivalence, phase and determinant coefficients, part 1

(Sections cited here and not found follow in the second part.)

## I. Two constructions and one set of states

### The question

Take a molecule with four singly occupied orbitals and total spin $S=1$. The orbital occupations and the total spin do not fix the state. The first three spins may be coupled to $3/2$ and the fourth subtracted, or the first three may be coupled to $1/2$ in either of two ways and the fourth added. There are three independent triplets for each value of $M$, and a configuration-interaction calculation needs a definite choice of basis for them.

Two constructions supply one. The first couples the electron spins one after another and antisymmetrizes the result; this gives the Yamanouchi-Kotani (YK) functions. The second never mentions spin coupling. It uses operators that move electrons between orbitals regardless of spin, and classifies states by how they transform when only the first orbital, the first two orbitals, and so on, are mixed; this gives the Gelfand-Tsetlin (GT) functions. Both are called configuration state functions, or CSFs. Are they the same states, and how does one expand them in determinants?

### Orbitals, determinants and generators

Let there be $n$ orthonormal orbitals in a fixed order, with creators $a^\dagger_{i\sigma}$, $\sigma=\alpha,\beta$, and

$$\{a_{i\sigma},a^\dagger_{j\tau}\}=\delta_{ij}\delta_{\sigma\tau},\qquad \{a^\dagger_{i\sigma},a^\dagger_{j\tau}\}=0 .$$

A determinant is a string of creators acting on the vacuum $|0\rangle$, with orbital indices ascending from left to right and $\alpha$ before $\beta$ within an orbital. This ordering matters for every sign below. Spins are in units of $\hbar$.

The spin-summed generators are

$$E_{ij}=\sum_\sigma a^\dagger_{i\sigma}a_{j\sigma},\qquad E_{ij}^\dagger=E_{ji}.$$

The anticommutators give $[E_{ij},a^\dagger_{k\tau}]=\delta_{jk}a^\dagger_{i\tau}$ and $[E_{ij},a_{l\tau}]=-\delta_{il}a_{j\tau}$. Applying these to the two factors of $E_{kl}$ in turn,

$$[E_{ij},E_{kl}]=\delta_{jk}E_{il}-\delta_{il}E_{kj}. \tag{1}$$

These are the commutation relations of the unitary group $U(n)$, which mixes the orbitals. The generators with $i,j\le k$ belong to the subgroup $U(k)$ that mixes the first $k$ orbitals.

The spin of the first $k$ orbitals is built from

$$T_{\sigma\tau}=\sum_{i\le k}a^\dagger_{i\sigma}a_{i\tau}.$$

With $N_k$ the number of electrons in these orbitals and $\mathbf S_k$ their spin,

$$T_{\alpha\alpha}=\tfrac12N_k+S_{k,z},\quad T_{\beta\beta}=\tfrac12N_k-S_{k,z},\quad T_{\alpha\beta}=S_{k,+},\quad T_{\beta\alpha}=S_{k,-}.$$

For $i,j\le k$ the same two commutators give

$$[E_{ij},T_{\sigma\tau}]=a^\dagger_{i\sigma}a_{j\tau}-a^\dagger_{i\sigma}a_{j\tau}=0. \tag{2}$$

Orbital mixing within the first $k$ orbitals therefore leaves their spin alone. In particular, the states with given $N$, $S$ and $M$ form a sector that all $E_{ij}$ map into itself.

### What defines a GT function

A subspace is irreducible under $U(k)$ if the generators of $U(k)$ map it into itself and no smaller nonzero subspace has this property. Because $E_{ij}^\dagger=E_{ji}$, the orthogonal complement of an invariant subspace is also invariant. A finite-dimensional space can therefore be split into mutually orthogonal irreducible subspaces.

Split the sector $(N,S,M)$ in this way under $U(n)$. Split each piece under $U(n-1)$, each resulting piece under $U(n-2)$, and continue down to $U(1)$. The single generator $E_{11}$ of $U(1)$ is Hermitian, so its irreducible subspaces are lines. A unit vector on such a line is a GT function. It lies in a nested chain

$$V_1\subset V_2\subset\dots\subset V_n,$$

with $V_k$ irreducible under $U(k)$. The GT functions obtained in this way form an orthonormal basis of the sector. So far nothing shows that the splitting is unique.

### The quadratic Casimir operator measures spin

Consider

$$C_2(k)=\sum_{i,j\le k}E_{ij}E_{ji}=\sum_{i,j\le k}\sum_{\sigma\tau}a^\dagger_{i\sigma}a_{j\sigma}a^\dagger_{j\tau}a_{i\tau}.$$

Replace $a_{j\sigma}a^\dagger_{j\tau}$ by $\delta_{\sigma\tau}-a^\dagger_{j\tau}a_{j\sigma}$. The first term gives $N_k$ once for each $j$, hence $kN_k$:

$$C_2(k)=kN_k-\sum_{ij\sigma\tau}a^\dagger_{i\sigma}a^\dagger_{j\tau}a_{j\sigma}a_{i\tau}.$$

In the second term, bring $a_{i\tau}$ to the left. Moving it past $a_{j\sigma}$ and $a^\dagger_{j\tau}$ gives

$$a^\dagger_{j\tau}a_{j\sigma}a_{i\tau}=a_{i\tau}a^\dagger_{j\tau}a_{j\sigma}-\delta_{ij}a_{j\sigma}.$$

The Kronecker term, with its two minus signs, contributes $+\sum_{i\sigma\tau}a^\dagger_{i\sigma}a_{i\sigma}=2N_k$; the factor 2 is the free sum over $\tau$. Hence

$$C_2(k)=(k+2)N_k-\sum_{\sigma\tau}T_{\sigma\tau}T_{\tau\sigma}.$$

The remaining sum is

$$\left(\tfrac12N_k+S_{k,z}\right)^2+\left(\tfrac12N_k-S_{k,z}\right)^2+S_{k,+}S_{k,-}+S_{k,-}S_{k,+}=\tfrac12N_k^2+2\mathbf S_k^2,$$

because $S_+S_-+S_-S_+=2(S_x^2+S_y^2)$. The result is

$$\boxed{C_2(k)=(k+2)N_k-\tfrac12N_k^2-2\mathbf S_k^2.}\tag{3}$$

Two electrons in two orbitals give a direct check. Formula (3) predicts $8-2-2S(S+1)$, which is 2 for a triplet and 6 for a singlet. On the triplet $a^\dagger_{1\alpha}a^\dagger_{2\alpha}|0\rangle$, the transfers $E_{12}$ and $E_{21}$ vanish by the Pauli principle, and $E_{11}^2+E_{22}^2$ gives 2. On the open-shell singlet, each transfer produces a doubly occupied orbital with amplitude of magnitude $\sqrt2$. The products $E_{12}E_{21}$ and $E_{21}E_{12}$ then add 2 each, and the total is 6. The Casimir operator distinguishes the spins because a singlet pair can be moved into one orbital and a triplet pair cannot.

### GT functions have definite partial spins

By (2), $\mathbf S_k^2$ and $N_k$ commute with all generators of $U(k)$. By (3), $\mathbf S_k^2$ is also a polynomial in those generators, since $N_k=\sum_{i\le k}E_{ii}$. It therefore maps the irreducible subspace $V_k$ into itself.

An eigenspace of $\mathbf S_k^2$ inside $V_k$ is invariant under $U(k)$, because the two commute. Irreducibility leaves room for one eigenspace, all of $V_k$. This is Schur's lemma in the form needed here, and the same argument applies to $N_k$. A GT function lies in every $V_k$, so

$$N_k\ \text{and}\ \mathbf S_k^2\ \text{have definite values in a GT function for each }k=1,\dots,n. \tag{4}$$

### The labels leave one state for each $M$

Now ask how many states share the labels $(N_1,S_1),\dots,(N_n,S_n)$. Suppose that, in the first $k-1$ orbitals, a given list of labels belongs to a single spin multiplet with $2S_{k-1}+1$ members. The vacuum, with spin zero, starts the induction.

Orbital $k$ has four states. The empty and the doubly occupied state are singlets, and the two singly occupied states form a doublet. The difference $N_k-N_{k-1}$ says which of these is present. There are two cases:

- If orbital $k$ is empty or doubly occupied, then $S_k=S_{k-1}$, and the multiplet is continued by one multiplet.
- If it is singly occupied, coupling $S_{k-1}$ with $\tfrac12$ gives $S_{k-1}+\tfrac12$ once and, when $S_{k-1}>0$, $S_{k-1}-\tfrac12$ once.

Each permitted extension of the list gives one multiplet, so the induction holds. Creators of different orbitals anticommute, but this does not disturb the spin addition: the spin operators contain an even number of fermion operators, and those of orbital $k$ commute with the creators of the other orbitals.

For a given $M$, a complete list of labels therefore fixes a state up to a phase. It is convenient to record the list as a step vector $d=(d_1,\dots,d_n)$, with $b_k=2S_k$ and $b_0=0$:

- $d_k=0$: orbital empty, $b_k=b_{k-1}$;
- $d_k=1$: singly occupied, $b_k=b_{k-1}+1$;
- $d_k=2$: singly occupied, $b_k=b_{k-1}-1$;
- $d_k=3$: doubly occupied, $b_k=b_{k-1}$.

A step vector is permitted when no $b_k$ is negative. For given $k$, the pair $(N_k,S_k)$ can also be written through the labels printed by the program, which are $a_k=N_k/2-S_k$, $b_k$ and $c_k=k-a_k-b_k$.

Orthogonal GT functions cannot share one line, so each permitted $d$ belongs to at most one of them. They span the sector, so each permitted $d$ belongs to exactly one. The successive splitting was unique after all.

### The YK function and its doubly occupied orbitals

A genealogical spin function $X$ of $N$ electrons has a definite spin for the first $p$ electrons, for every $p$. It is built by adding one spin $\tfrac12$ at a time, with the Condon-Shortley sign convention and the earlier spins as the first partner. The YK function is

$$\Psi_{\rm YK}=2^{-n_d/2}\,\mathcal A\left[\varphi(1)\cdots\varphi(N)\,X\right],\qquad \mathcal A=\frac1{\sqrt{N!}}\sum_P(-1)^PP,$$

where $n_d$ is the number of doubly occupied orbitals. The order of the electrons must be specified. The doubly occupied orbitals come first, each holding two consecutive electrons coupled to spin zero. The singly occupied orbitals follow in ascending order, with the up and down steps of $d$. Part II shows what happens if a pair is left among the open shells.

After each pair the accumulated spin is zero. Hence $X$ is a product of pair singlets $(\alpha\beta-\beta\alpha)/\sqrt2$ and a genealogical function $X_s$ of the open shells. The antisymmetrizer turns a product of spin orbitals into the corresponding string of creators. For one pair in orbital $i$,

$$\frac{a^\dagger_{i\alpha}a^\dagger_{i\beta}-a^\dagger_{i\beta}a^\dagger_{i\alpha}}{\sqrt2}=\sqrt2\,a^\dagger_{i\alpha}a^\dagger_{i\beta}.$$

The $n_d$ factors $\sqrt2$ cancel the prefactor $2^{-n_d/2}$. With singly occupied orbitals $s_1<s_2<\dots<s_q$,

$$\Psi_{\rm YK}=\prod_{i\,\rm double}a^\dagger_{i\alpha}a^\dagger_{i\beta}\sum_{\sigma_1\dots\sigma_q}X_s(\sigma_1,\dots,\sigma_q)\,a^\dagger_{s_1\sigma_1}\cdots a^\dagger_{s_q\sigma_q}|0\rangle. \tag{5}$$

A pair of creators passes any other creator with two sign changes, that is, with none. All pairs can be moved to their places in ascending orbital order without a sign.

### Coincidence up to phase

It remains to read off the partial spins of (5). A pair creator makes a singlet, so it commutes with $\mathbf S_k$. The operator $\mathbf S_k$ then acts on the open shells among the first $k$ orbitals, and these are the first few arguments of $X_s$. By construction, $X_s$ has a definite spin for them, namely the value $b_k/2$ prescribed by $d$. The occupations are prescribed as well.

The YK function therefore has all the labels $(N_k,S_k)$ of the GT function with the same $d$ and $M$. These labels leave one line, so

$$\boxed{|{\rm GT},d,M\rangle=e^{i\theta}\,|{\rm YK},d,M\rangle.}\tag{6}$$

The proof needs the same orbital order in both constructions. Three open shells show why. Couple orbitals 1 and 2 to a singlet and give orbital 3 spin $\alpha$: the spin strings are $(\alpha\beta\alpha-\beta\alpha\alpha)/\sqrt2$. Couple orbitals 1 and 3 instead: up to a sign, the strings are $(\alpha\alpha\beta-\beta\alpha\alpha)/\sqrt2$. The overlap has magnitude $\tfrac12$, so the two states are different, not merely different in phase. The set of CSFs therefore depends in general on the order of the orbitals. Some reorderings are harmless: exchanging the first two open shells changes at most signs, because their singlet and triplet spin functions are antisymmetric and symmetric under the exchange.

The proof also uses orthonormal orbitals, through the anticommutators. It does not use the Hamiltonian. A Hamiltonian that acts on spin may couple different sectors, but it does not change the relation between the two bases.

## II. Determinant coefficients and the phase

### What is carried over

There are $n$ ordered orthonormal orbitals with spin-summed generators $E_{ij}$. Determinants have creators in ascending orbital order, $\alpha$ before $\beta$. A step vector $d$ has entries 0 (empty), 1 (single, spin raised by $\tfrac12$), 2 (single, spin lowered by $\tfrac12$) and 3 (double). The spin of the first $k$ orbitals is $S_k=b_k/2$. Part I showed that the GT and YK functions with the same $d$ and $M$ agree up to a phase, and that the YK function is obtained by coupling the orbitals one after another in ascending order. The coefficients and the phase are now determined.

GT and YK functions with the same orbital order, step vector and $M$ have been shown to be the same states up to a phase. What remains is to find their determinant coefficients and to fix that phase.
